Does net doping set band-gap narrowing in compensated silicon?

**Question**

I am modelling a phosphorus-diffused silicon layer at 300 K. One region has 1×10¹⁹ cm⁻³ donors and no acceptors. Another has 1.5×10¹⁹ cm⁻³ donors and 0.5×10¹⁹ cm⁻³ boron acceptors left from the earlier doping. Both have the same net doping, hence the same electron density. My band-gap-narrowing model takes one concentration as its input. May I give it N_D − N_A and expect the same narrowing in both regions? If not, is N_D + N_A the right input?

**Answer**

Neither concentration is sufficient. At fixed temperature the narrowing depends on two densities,

n = N_D − N_A,  N_I = N_D + N_A,

where I assume that all dopants are ionized. In uncompensated material the two coincide, so data from such material cannot tell you which one belongs in the formula.

**What is being calculated**

I use the electrical narrowing Δ, defined by

np = (np)_ideal exp(Δ/k_BT),

where the ideal product uses Fermi statistics at the same n. Let interactions and disorder change the electron and hole chemical potentials, at fixed densities, by Δμ_e and Δμ_h. In equilibrium the two full chemical potentials sum to zero, so the ideal hole part must rise by −(Δμ_e + Δμ_h). Dilute holes obey p ∝ exp(μ_h,ideal/k_BT), and therefore

Δ = −(Δμ_e + Δμ_h).

This Δ need not equal the shift of an optical absorption edge.

The average ion potential is proportional to N_D − N_A. It changes an electron's energy by U and a hole's by −U, so it cancels from Δ. What remains comes from fluctuations and exchange.

**Screening and disorder**

Let v(q) = e²/(εq²), with ε the lattice permittivity. A weak potential energy U(q) changes the electron density by δn = −χU. To find χ, note that first-order perturbation theory mixes state k with k+q and k−q:

δn = U Σ f_k [1/(E_k − E_{k+q}) + 1/(E_k − E_{k−q})].

Replacing k by k+q in the second term gives

χ(q) = Σ (f_k − f_{k+q})/(E_{k+q} − E_k),

where the sum runs over spin, valley and wavevector, per unit volume. The displaced electrons add vδn to the applied potential. Hence U = U_ext − vχU, and one ion has the screened potential

W = v/(1 + vχ).

For ions with charge signs z_j = ±1 at independent random positions, the cross terms in |Σ z_j exp(−iq·r_j)|² average to zero for q ≠ 0. Since z_j² = 1, the average per volume is N_I, and the potential has the spectrum N_I W². Donors and acceptors therefore add in the disorder, although they subtract in the mean.

To obtain the free energy, switch on the bare ion potential as λU_ext. The density response is −λχU_ext/(1 + vχ), so

df/dλ = −λ|U_ext|² χ/(1 + vχ).

Integrating λ from 0 to 1 supplies a factor ½. With ∫_q meaning ∫d³q/(2π)³,

f_dis = −(N_I/2) ∫_q v²χ/(1 + vχ).

**The carriers' own fluctuations**

The carriers also fluctuate thermally. At interaction strength λ, their static density fluctuations have the spectrum k_BTχ/(1 + λvχ). Subtracting the non-interacting spectrum, whose pair correlations are counted in exchange, gives

df/dλ = ½ ∫_q v[k_BTχ/(1 + λvχ) − k_BTχ],

f_th = (k_BT/2) ∫_q [ln(1 + vχ) − vχ].

This keeps the zero-frequency term of the quantum fluctuation sum.

Now add one carrier of type c with the ions held fixed. The derivatives with respect to χ are

d[ln(1 + vχ) − vχ]/dχ = v/(1 + vχ) − v = −(v − W),

d[v²χ/(1 + vχ)]/dχ = v²/(1 + vχ)² = W².

Hence, apart from exchange,

−Δμ_c = ½ ∫_q (∂χ_c/∂n_c)[k_BT(v − W) + N_I W²].

The first term depends on n and T. The second is proportional to N_I, but n also enters it through W and, for electrons, through ∂χ_c/∂n_c.

For a dilute hole, f_{k+q} = f_k exp(−D/k_BT), with D = E_{k+q} − E_k. Then

(f_k − f_{k+q})/D = f_k ∫₀^{1/k_BT} exp(−τD) dτ.

Here D = ħ²q²/(2m_h) + ħ²k·q/m_h, and the component of k along q is Gaussian with variance m_h k_BT/ħ². Averaging and setting τ = s/k_BT gives

∂χ_h/∂p = (1/k_BT) ∫₀¹ exp[−a s(1−s)] ds,  a = ħ²q²/(2m_h k_BT).

**A limit that can be done by hand**

For a very heavy hole, a → 0 and the last integral is 1. If χ(q) is also replaced by χ(0), then W = e²/[ε(q² + q_s²)], with q_s² = e²χ(0)/ε. The carrier term becomes

(e²q_s²/4π²ε) ∫₀^∞ dq/(q² + q_s²) = e²q_s/(8πε).

In real space W is e² exp(−q_s r)/(4πεr), so the potential variance is

σ² = N_I ∫ W² d³r = N_I [e⁴/(16π²ε²)] 4π/(2q_s) = N_I e⁴/(8πε²q_s),

and the disorder term is σ²/(2k_BT). For your uncompensated region 1/q_s = 1.373 nm and σ = 36.1 meV. The carrier term is then 44.8 meV and the disorder term is 36.1²/(2 × 25.85) ≈ 25 meV. With finite hole mass and the full χ(q), these fall to 24.3 and 12.5 meV.

**Electron exchange**

Exchange acts between electrons of the same spin and valley. Its self-energy is

Σ(k) = −(e²/4π²εk) ∫ k′f(k′) ln|(k+k′)/(k−k′)| dk′.

Let g = 12 count two spins and six valleys, and let m be the electron mass. The exchange energy density is f_x = (g/4π²) ∫ k²fΣ dk, which includes a factor ½ because each pair would otherwise be counted twice. Σ is itself linear in f, so varying both factors cancels that ½:

∂f_x/∂μ = (g/2π²) ∫ k²Σ (∂f/∂μ) dk.

Since ∂f/∂μ = −(m/ħ²k) df/dk, integration by parts gives

∂f_x/∂μ = (gm/2π²ħ²) ∫ f d(kΣ)/dk dk.

The derivative of the logarithm is −2k′/(k² − k′²), so

d(kΣ)/dk = (e²/2π²ε) ∫ k′²f(k′)/(k² − k′²) dk′,

taken as a principal value. In the double integral with f(k)f(k′), exchanging k and k′ and averaging turns k′²/(k² − k′²) into −½. With J = ∫₀^∞ f dk,

∂f_x/∂μ = −(gm/2π²ħ²)(e²/4π²ε)J².

The same integration by parts gives ∂n/∂μ = gmJ/(2π²ħ²). Dividing,

μ_x = −e²J/(4π²ε).

This too depends on n and T, not on N_I. Its size is 2J/(πq_s) times the 44.8 meV above. With J = 0.1338 nm⁻¹, that is 0.117 × 44.8 ≈ 5.2 meV.

**Your two regions, and a third**

I evaluated the integrals by numerical quadrature with rough silicon parameters: relative permittivity 11.7, electron masses 0.92 and 0.19 m₀ combined into an isotropic 0.321 m₀ per valley, and one hole band of 0.50 m₀. Regions A and B are yours. Region C has 2×10¹⁹ cm⁻³ donors and no acceptors, so it shares N_I with B. Decimals are kept so that the sums can be followed.

A: carriers 48.6 + disorder 21.8 = 70.4 meV
B: carriers 48.6 + disorder 43.6 = 92.2 meV
C: carriers 57.4 + disorder 26.2 = 83.6 meV

From A to B, n is fixed and N_I doubles, so the disorder part doubles. The extra 21.8 meV (0.0218 eV) raises the equilibrium hole density by exp(21.8/25.85) ≈ 2.3 at equal n. Using N_D − N_A alone would miss this factor.

From B to C, N_I is fixed and n doubles. The hole's disorder shift falls from 24.9 to 15.5 meV. Its own response has not changed, so this fall is due to stronger screening. The carrier part rises by 8.8 meV while the total disorder part falls by 17.4 meV. The totals therefore differ by just 8.6 meV, through partial cancellation. N_D + N_A alone looks better here than it deserves.

**How far to trust the numbers**

The A-to-B change amounts to adding donor–acceptor pairs. Treat each added ion separately, with a fixed screened potential ±V. The free-energy gain of a Boltzmann carrier then involves T(1) + T(−1) − 2T(0), where T(λ) = Tr exp[−(H₀ + λV)/k_BT]. Odd powers of V cancel. With β = 1/k_BT and H = H₀ + λV,

T″(λ) = β ∫₀^β Tr[V e^(−τH) V e^(−(β−τ)H)] dτ ≥ 0,

because in the eigenstates of H each term is |V_mn|² times positive exponentials. In this single-ion picture, added pairs cannot reduce the narrowing. Summing radial Schrödinger levels for the Yukawa potential gives 9.7 + 14.2 = 23.9 meV for electron plus hole, against 7.9 + 9.7 = 17.6 meV at second order. Stronger scattering thus raises this estimate by about a third. With the potential screened by the full χ(q), as used for the table above, the same sum gives about 34 meV against 23 meV at second order, an increase of about half. The second-order B − A difference may therefore be too small by a similar fraction.

Linear screening is strained in B. The predicted rms electron-density modulation, [N_I ∫_q W²χ²]^½/n, is 0.92, which is not small; in A and C it is still about 0.65. I would read the results as estimates of size, not as calibrated gaps.

At second order, changes of mass and temperature matter little: hole masses of 0.30 and 0.80 m₀ give B − A differences of 19.1 and 24.2 meV, and operation at 400 K gives 21.4 meV. Beyond second order the hole mass matters much more, because a heavier hole is drawn more strongly to an acceptor. The single-ion sum with the full χ(q) gives about 26, 34 and 52 meV for hole masses of 0.30, 0.50 and 0.80 m₀, so the increase of about half applies only to 0.50 m₀, and a one-band hole mass leaves the size of B − A uncertain by a factor of about two. Using the directional electron mass in a dilute-electron estimate with unchanged screening lowers the electron disorder shift by about 7%. When the directional mass also enters the screening, the electron shift falls by about 3%, the hole shift rises by about 4%, and the second-order B − A becomes 22.0 meV. The neglected nonzero-frequency fluctuations contribute an estimated 2 meV in A; they depend on n, so at this level they cancel from B − A.

**Comparison with a real diffused layer**

An electron density of 10¹⁹ cm⁻³ is a reasonable round value for a heavily diffused phosphorus layer. Boron at 0.5×10¹⁹ cm⁻³ is a heavy background; a boron-doped solar-cell wafer has roughly 10¹⁶ cm⁻³. At fixed n the extra narrowing is the uncompensated disorder part times 2N_A/n, so for such a wafer it is negligible.

Real dopants can break the assumption of random placement, because mobile ions at process temperature repel like charges and attract unlike ones. To estimate this, I replaced N_I by N_I/(1 + N_I v_f/k_BT_f), where v_f = e²/[ε(q² + κ²)], κ² = e²n/(εk_BT_f), and the ions freeze in place at roughly T_f = 1200 K. The B − A difference drops from 21.8 to about 13 meV, and the linear treatment of the ion correlations leaves that value uncertain by about 1 meV. This estimate leaves out the electron–hole pairs generated thermally at T_f, whose extra screening would weaken the ion correlations and make the drop smaller. Process history can therefore matter, and strict proportionality to N_I is lost.

Full ionization must also be checked. In this model a single screened donor at n = 10¹⁹ cm⁻³ has no bound electron level, but only narrowly: with the full χ(q), a potential about 6% stronger would bind, and a shallow level exists at 5×10¹⁸ cm⁻³. The model omits the short-range core potential of a real phosphorus atom, so this does not establish full ionization in real material. At lower n, screening weakens and donors can bind electrons, so n can fall below N_D − N_A. At still lower n the bound levels exist but are mostly empty at 300 K, because the electrons have far more band states available, and ionization is again nearly complete. Near complete compensation the theory fails even if the ions stay charged: for non-degenerate electrons q_s ∝ √n, so σ² ∝ N_I/√n grows without limit as n → 0, and a second-order result no longer applies.

For your model, pass n and N_I separately: n for exchange, carrier fluctuations and screening, and N_I for the strength of the disorder.
